# Ion acoustic waves in a plasma with few electrons

## Problem

A uniform, unmagnetized plasma contains positive ions of density $n_+$, negative ions of density $n_-$ and electrons of density $n_e$. All ions are singly charged and have the same mass $M$. Electrons carry a fraction $f=1/5$ of all negative charge. The electron temperature $T_e$ is in energy units, the ions are cold, and no species drifts. The reference speed is $c_s=\sqrt{T_e/M}$.

(a) Find the dispersion relation of small electrostatic waves. Show that long waves travel at $3c_s$, and that $c_s$ is the speed in an electropositive plasma with the same $T_e$ and $M$.

(b) How much of the increase comes from the scarcity of electrons, and how much from the motion of the negative ions? How do the three densities respond to the potential?

(c) What happens at short wavelengths?

(d) Apply the result to an idealized low-pressure chlorine discharge containing Cl$^+$, Cl$^-$ and electrons. Take $T_e=3.0$ eV, $M=35.45$ u, $n_+=2.0\times10^{10}$ cm$^{-3}$, a pressure of 5.0 mTorr, a gas and ion temperature of 600 K, and a wavelength of 1.0 cm. Estimate the effects of finite wavelength, warm ions, damping and molecular positive ions.

## Solution

### (a) Dispersion relation

The total negative charge density is $e(n_e+n_-)$, and it balances $en_+$. Therefore

$$
n_e=fn_+,\qquad n_-=(1-f)n_+ .
$$

For $f=1/5$ there are four negative ions per electron. The given fraction is $n_e/(n_e+n_-)$, not $n_e/n_-$.

Let the wave have potential $\phi\propto e^{i(kx-\omega t)}$. A prefix $\delta$ marks a small density change, and unmarked densities are equilibrium values.

**Electrons.** They are treated as isothermal and without inertia, which requires the wave to be much slower than $v_e=\sqrt{T_e/m_e}$. The electric force on them, $+en_e\,\partial\phi/\partial x$ per volume, balances their pressure gradient:

$$
en_e\frac{\partial\phi}{\partial x}=T_e\frac{\partial\,\delta n_e}{\partial x}
\quad\Rightarrow\quad
\frac{\delta n_e}{n_e}=\frac{e\phi}{T_e}.
$$

**Ions.** Cold ions feel the electric force alone. To first order,

$$
M\frac{\partial u_\pm}{\partial t}=\mp e\frac{\partial\phi}{\partial x}
\quad\Rightarrow\quad
u_\pm=\pm\frac{k e\phi}{M\omega}.
$$

Linearized continuity reads $-i\omega\,\delta n_\pm+ikn_\pm u_\pm=0$, so

$$
\frac{\delta n_\pm}{n_\pm}=\frac{k}{\omega}u_\pm
=\pm\frac{k^2e\phi}{M\omega^2}.
$$

The two ion species move in opposite directions. Where positive ions gather, negative ions thin out, and both changes make the ion charge more positive.

**Poisson's equation.** Since $-\partial^2\phi/\partial x^2=k^2\phi$,

$$
\varepsilon_0k^2\phi=e(\delta n_+-\delta n_--\delta n_e)
=e^2\phi\left[\frac{k^2(n_++n_-)}{M\omega^2}-\frac{n_e}{T_e}\right].
$$

For $\phi\ne0$, divide by $e^2\phi\,n_e/T_e$ and define the electron Debye length by $\lambda_D^2=\varepsilon_0T_e/(n_ee^2)$:

$$
1+k^2\lambda_D^2=\frac{k^2T_e}{M\omega^2}\,\frac{n_++n_-}{n_e}.
$$

Charge balance gives $(n_++n_-)/n_e=(2-f)/f$. Hence

$$
\omega^2=\frac{k^2c_s^2}{1+k^2\lambda_D^2}\,\frac{2-f}{f}.
$$

For $k\lambda_D\ll1$ the phase speed becomes

$$
c=c_s\sqrt{\frac{2-f}{f}} .
$$

With $f=1/5$ the root is $\sqrt{(9/5)/(1/5)}=3$, so $c=3c_s$. With $f=1$ there are no negative ions and $c=c_s$, which is the electropositive sound speed.

The case $\phi=0$, set aside in the division, requires $\delta n_+=\delta n_-$ and $\delta n_e=0$. No force then acts on the cold ions. If they start at rest, this neutral pattern stays where it is and is not a second travelling wave.

The linear result was tested by integrating the nonlinear fluid equations in time, with Poisson's equation and Boltzmann electrons. The starting disturbance was a small density ripple in the positive ions. At $k\lambda_D=0.01$, with each plasma's own Debye length, the measured speeds for $f=0.20$ and $f=1$ had the ratio 3.0000.

### (b) Where the factor comes from

Hold the negative ions fixed and keep all densities unchanged. The term in $n_-$ then disappears from the ion response, leaving

$$
c_{\rm fixed}^2=\frac{T_e}{M}\frac{n_+}{n_e}=\frac{c_s^2}{f}=5c_s^2 .
$$

This gives $c_{\rm fixed}=2.236\,c_s$, and the time integration with immobile negative ions also gave 2.236. The electrons neutralize the ion charge by changing their density by $n_ee\phi/T_e$. With fewer electrons, a larger potential is needed for the same charge, and the restoring force on the ions is stronger.

Releasing the negative ions multiplies $c^2$ by

$$
\frac{n_++n_-}{n_+}=2-f=\frac95 .
$$

The two factors give $5\times9/5=9$ in $c^2$, and therefore 3 in speed.

The density changes follow from $\omega^2/k^2=9T_e/M$:

$$
\frac{\delta n_+}{n_+}=\frac19\frac{e\phi}{T_e},\qquad
\frac{\delta n_-}{n_-}=-\frac19\frac{e\phi}{T_e},\qquad
\frac{\delta n_e}{n_e}=\frac{e\phi}{T_e}.
$$

They are consistent with neutrality at long wavelength:

$$
\delta n_+-\delta n_-
=\frac{n_+}{9}\left(1+\frac45\right)\frac{e\phi}{T_e}
=\frac{n_+}{5}\frac{e\phi}{T_e}
=\delta n_e .
$$

The time integration gave ion responses of $+0.1111$ and $-0.1111$ per unit $e\phi/T_e$.

### (c) Short wavelengths

When $k\lambda_D$ is not small, the electrons no longer neutralize the ion charge fully, and the wave slows. At $k\lambda_D=0.3$,

$$
\frac{\omega}{kc_s}=\frac{3}{\sqrt{1+0.3^2}}=2.8735,
$$

in agreement with the time integration to the digits shown. For $k\lambda_D\gg1$, the dispersion relation tends to

$$
\omega^2\to\frac{T_e}{M}\frac{n_++n_-}{n_e}\frac{1}{\lambda_D^2}
=\frac{(n_++n_-)e^2}{\varepsilon_0M}.
$$

This is the combined plasma frequency of the two ion species. It is independent of $T_e$, because electron shielding has become negligible. The limit belongs to the cold-ion model; at sufficiently short wavelengths the thermal motion of the ions can no longer be neglected.

A separate limit is that of very few electrons. For $f\ll1$, and still $k\lambda_D\ll1$, the speed is $c\simeq c_s\sqrt{2/f}$. This growth cannot be followed indefinitely. The Debye length also grows as $f^{-1/2}$ at fixed $n_+$ and $T_e$, and the wave must remain much slower than the electrons.

### (d) A chlorine discharge

**Speed and amplitude.** The densities are $n_-=1.60\times10^{10}$ cm$^{-3}$ and $n_e=4.0\times10^9$ cm$^{-3}$. The given temperature and mass yield

$$
c_s=2857\ \text{m/s},\qquad c=3c_s=8572\ \text{m/s}\ (8.57\ \text{km/s}).
$$

The ideal frequency at a wavelength of 1.0 cm is $c/(0.010\ \text{m})=857$ kHz. Suppose that the potential amplitude is 1% of $T_e/e$. The electron density then swings by 1%, and each ion density by $1\%/9=0.111\%$, with opposite signs. The ion velocity amplitude is $0.00111\times8572=9.5$ m/s, well below the ion thermal speed $\sqrt{T_i/M}=375$ m/s.

**Finite wavelength.** The Debye length is 204 µm, so $k\lambda_D=2\pi(204\ \text{µm})/(1.0\ \text{cm})=0.128$. The factor $(1+k^2\lambda_D^2)^{-1/2}$ lowers the speed by 0.81%.

**Warm ions.** The wave is about 23 times faster than the ion thermal speed. Ions therefore have little time to exchange heat between crests, and they are compressed along one direction. Their pressure then varies as $n^3$, which adds the force $-(3T_i/n_\pm)\,\partial\delta n_\pm/\partial x$ per ion. Using $u_\pm=(\omega/k)\,\delta n_\pm/n_\pm$ in the momentum equation gives

$$
(M\omega^2-3k^2T_i)\frac{\delta n_\pm}{n_\pm}=\pm k^2e\phi .
$$

Thus $\omega^2$ is replaced by $\omega^2-3k^2T_i/M$ in the ion response, and at long wavelength

$$
c^2=9\frac{T_e}{M}+3\frac{T_i}{M}.
$$

Here $T_i/T_e=(375/2857)^2=0.017$. The speed rises by the factor $\sqrt{1+T_i/(3T_e)}$, or 0.29%. A root of the full dispersion relation for Maxwellian electrons and ions, without collisions, gives 8528 m/s. This is 0.5% below $3c_s$, as the two corrections together predict.

**Electron Landau damping.** Electrons moving with the wave exchange energy with it. Let $F$ be their normalized Maxwellian velocity distribution and $g$ its perturbation, both per unit $n_e$. The linear kinetic equation gives

$$
g=\frac{e\phi}{T_e}\,\frac{kv}{kv-\omega}F
=\frac{e\phi}{T_e}\left(1+\frac{\omega}{kv-\omega}\right)F .
$$

For a wave switched on slowly from the past, $\omega$ has a small positive imaginary part, and the pole contributes $i\pi F(\omega/k)/k$ to the integral of $F/(kv-\omega)$. Since $\omega/k\ll v_e$, $F(\omega/k)\simeq1/(\sqrt{2\pi}\,v_e)$. The remaining part of the integral gives a correction of order $(c/v_e)^2$. Hence

$$
\frac{\delta n_e}{n_e}\simeq\frac{e\phi}{T_e}(1+i\eta),\qquad
\eta=\sqrt{\frac{\pi}{2}}\,\frac{c}{v_e}.
$$

At long wavelength $\omega^2(1+i\eta)=k^2c^2$, so $\omega\simeq kc(1-i\eta/2)$. The amplitude damping rate divided by $\omega$ is $\eta/2=\sqrt{\pi/8}\,c/v_e=0.0074$. The kinetic root, which includes the finite wavelength, gives 0.0072.

This linear rate holds only for small amplitudes. The wave traps slow electrons, which oscillate in its potential wells at about $k\sqrt{e\phi/m_e}$, with $\phi$ here the amplitude. For the 1% amplitude used above, this is 8.5 times $\omega$. Trapping flattens the electron velocity distribution near the wave speed and weakens the damping, unless collisions restore the slope. Scattering on neutrals helps to restore it. So does small-angle scattering on ions, because an electron need only be moved across the narrow range of trapped velocities. The amplitude at which the linear rate fails is not derived here, and the rate is used below as the small-amplitude limit.

**Drag on neutrals.** A drag force $-M\nu u_\pm$ changes $\omega^2$ in the ion response to $\omega(\omega+i\nu)$. For weak drag, $\omega(\omega+i\nu)=k^2c^2$ gives $\omega\simeq kc-i\nu/2$. Assume a rough ion–neutral cross-section of $1.0\times10^{-14}$ cm$^2$ and neutrals of mass $M$. The gas density is pressure divided by temperature, and the mean relative speed is $\sqrt{16T_i/(\pi M)}$. Their product with the cross-section is the collision rate, $6.81\times10^4$ s$^{-1}$, which is taken here as a rough value of $\nu$. The actual rate of momentum loss differs from it by a factor of order one that depends on how the ions scatter. With this value, $\nu/2$ is 0.0063 of $\omega$.

**Friction between the ions.** The opposite motion of the ions brings in another loss. Let $C=e^2/(4\pi\varepsilon_0)$, let $\mu=M/2$ be the reduced mass and $g$ now the relative speed. A distant encounter at impact parameter $b$ gives a sideways momentum $2C/(bg)$. The fractional loss of forward momentum is half the square of the deflection angle, $2C^2/(\mu^2b^2g^4)$. Integrating over $2\pi b\,db$ gives the momentum-transfer cross-section

$$
\sigma_m=\frac{4\pi C^2\ln\Lambda}{\mu^2g^4}.
$$

The force on a positive ion is the average of $-\mu n_-\sigma_mg\,\mathbf g$, and therefore contains the average of $\mathbf g/g^3$. This has the form of an inverse-square field in velocity space. For a Maxwellian displaced by a small mean velocity $\mathbf w$, it equals $(4\pi/3)\mathbf w$ times the central density $(\mu/2\pi T_i)^{3/2}$. The force is thus $-M\nu_{+-}\mathbf w$, with

$$
\nu_{+-}=\frac{4\sqrt{2\pi}}{3}\,
\frac{n_-C^2\sqrt{\mu}\,\ln\Lambda}{M\,T_i^{3/2}} .
$$

Taking the cutoffs as the ion Debye length and $C/(3T_i)$ gives $\ln\Lambda=6.87$ and $\nu_{+-}=7.55\times10^4$ s$^{-1}$. The result is sensitive to the lower cutoff. The friction is weighted towards slow encounters, and using the speed-dependent cutoff $C/(\mu g^2)$ inside the average lowers the effective logarithm to 5.9 and $\nu_{+-}$ by 14%, to $6.5\times10^4$ s$^{-1}$. The first value is used below.

In the wave $u_+=-u_-=u$, so the relative velocity is $2u$ and friction removes power $Mn_+\nu_{+-}(2u)^2$ per volume. The mean wave energy is twice the mean kinetic energy, or $M(n_++n_-)\langle u^2\rangle$. Energy decays at twice the amplitude rate, which gives

$$
\gamma_{\rm ii}=\frac12\,\frac{4n_+\nu_{+-}}{n_++n_-}
=\frac{2\nu_{+-}}{2-f}=\frac{\nu_{+-}}{0.9}.
$$

This is 0.0156 of $\omega$ (0.013 with the speed-dependent cutoff), the largest of the three damping contributions for ions at 600 K. It falls roughly as $T_i^{-3/2}$, and for ions at 1200 K it is about 0.006 of $\omega$, below the Landau rate. At fixed $T_i$ and $f$ it grows with density as $n_+\ln\Lambda$.

**Range of the wave.** The three rates add to $1.57\times10^5$ s$^{-1}$ when each is weak. The amplitude falls by a factor $e$ in about $8528/(1.57\times10^5)$ m, or 5.4 cm, which is roughly five wavelengths. This is an estimate for waves small enough for linear Landau damping, and the cross-section and the Coulomb cutoffs are rough.

Two further effects can be sized. With an assumed electron cross-section of $2.0\times10^{-15}$ cm$^2$, the electron mean free path is 6.2 cm and $k$ times it is 39, which supports the collisionless treatment of Landau damping at sufficiently small amplitude. An assumed reaction coefficient of $5.0\times10^{-10}$ cm$^3$/s gives a reaction rate per electron of 0.0075 of $\omega$. Reactions are therefore slow on the scale of the wave period, but they are not negligible beside the damping. If they were all ionization, they would add ions where the electron density is high. This particle source alone would feed the wave at half the reaction rate, 0.0037 of $\omega$. The net growth is smaller, because new ions start without the wave velocity and must be set in motion. Attachment, which produces the negative ions, acts the other way: it adds negative charge where the electron density is high and damps the wave at about half its own rate. When ionization and attachment are equally frequent, their source terms cancel and only a small damping from the new ions remains. Reactions are not included in the damping length.

**Comparison with a real discharge.** The inputs are rough, and in a real discharge the electron share varies with power and pressure. The equal-mass assumption is a clear weakness, because real chlorine plasmas also contain Cl$_2^+$. Repeating part (a) with separate masses gives

$$
c^2=\frac{T_e}{n_e}\left(\frac{n_+}{M_+}+\frac{n_-}{M_-}\right).
$$

If all positive ions were Cl$_2^+$, with $M_+=2M$ and the densities and $T_e$ unchanged, then $c^2=(5/2+4)c_s^2$ and $c=2.55\,c_s$. That is 15% below the equal-mass value, a much larger shift than those from finite wavelength and ion warmth. A real chamber also has density gradients, ion drift and electrons that need not be Maxwellian. Their effect on the speed is not estimated here, so 8.57 km/s is only the cold-ion, long-wavelength value for the idealized uniform plasma. The numerical output lists the values used in these estimates.

## Computed values

```
electron share f: 0.20
negative ions per electron: 4.00
formula c/c_s: 3.0000
simulated c/c_s: 3.0000
simulation k*Debye, long wave: 0.01
simulated c/c_s, fixed negative ions: 2.2360
simulated speed/c_s at k*Debye=0.3: 2.8735
formula speed/c_s at k*Debye=0.3: 2.8735
simulated positive-ion swing per e*phi/Te: 0.1111
simulated negative-ion swing per e*phi/Te: -0.1111
electron temperature: 3.0 eV
ion mass: 35.45 u
positive-ion density: 2.00e+10 cm^-3
negative-ion density: 1.60e+10 cm^-3
electron density: 4.00e+09 cm^-3
pressure: 5.0 mTorr
gas and ion temperature: 600 K
wavelength: 1.0 cm
electropositive sound speed: 2857 m/s
electronegative wave speed: 8572 m/s
electronegative wave speed: 8.57 km/s
ideal wave frequency: 857 kHz
potential amplitude e*phi/Te: 1.00 %
positive-ion density swing: 0.111 %
negative-ion density swing: -0.111 %
ion velocity amplitude: 9.5 m/s
ion thermal speed sqrt(Ti/M): 375 m/s
electron Debye length: 204 um
k*Debye in example: 0.128
Debye speed change: -0.81 %
warm-ion speed change: 0.29 %
kinetic wave speed: 8528 m/s
all-Cl2+ speed / sqrt(Te/M_Cl): 2.550
all-Cl2+ speed change: -15.0 %
assumed ion-neutral cross-section: 1.0e-14 cm^2
ion-neutral collision rate: 6.81e+04 s^-1
Coulomb logarithm: 6.87
ion-ion friction rate: 7.55e+04 s^-1
neutral-drag damping/omega: 0.0063
ion-friction damping/omega: 0.0156
electron Landau damping/omega: 0.0072
simple Landau estimate/omega: 0.0074
total amplitude damping rate: 1.57e+05 s^-1
amplitude damping length: 5.4 cm
assumed electron cross-section: 2.0e-15 cm^2
electron mean free path: 6.2 cm
k times electron mean free path: 39
assumed reaction coefficient: 5.0e-10 cm^3/s
reaction rate per electron/omega: 0.0075
```
